# How $\boldsymbol\sigma\cdot\mathbf p$ acts on a radial function times a spinor spherical harmonic: test program

```python
"""Tests, in SI units, of
(A) sigma.p [f Omega(k,m)] = i hbar (f' + (k+1) f/r) Omega(-k,m)
(B) (sigma.p)^2 [f Omega] = -hbar^2 (f'' + 2f'/r - l(l+1) f/r^2) Omega.
Left sides: Cartesian finite differences, Clebsch-Gordan sums, quadrature.
Right sides: the derived radial formulas. Example: hydrogen 2p, kappa = 1, -2."""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from sympy.physics.quantum.cg import CG
from scipy.special import lpmv
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import hbar, m_e, e, c, epsilon_0, pi

a = 4*pi*epsilon_0*hbar**2/(m_e*e**2)        # Bohr radius, fixed nucleus
alpha = e**2/(4*pi*epsilon_0*hbar*c)
SIG = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
STEP = 1e-3*a   # 4th-order stencil: errors ~1e-10 (first), ~1e-8 (second deriv.)
TOL1, TOL2 = 1e-8, 1e-6

def rad(P): return np.sqrt((P**2).sum(0))
def ell(k): return k if k > 0 else -k - 1
def cart(r, ct, ph):
    st = np.sqrt(1 - ct**2)
    return np.array([r*st*np.cos(ph), r*st*np.sin(ph), r*ct])

def ylm(l, m, P):
    if abs(m) > l:
        return np.zeros(P.shape[1], complex)
    n = abs(m)
    norm = math.sqrt((2*l+1)/(4*pi)*math.factorial(l-n)/math.factorial(l+n))
    y = norm*lpmv(n, l, P[2]/rad(P))*np.exp(1j*n*np.arctan2(P[1], P[0]))
    return y if m >= 0 else (-1)**n*np.conj(y)

def omega(k, m2, P):                          # closed form, m2 = 2m
    up = -np.sign(k)*math.sqrt(abs((2*k+1-m2)/(2*(2*k+1))))
    dn = math.sqrt(abs((2*k+1+m2)/(2*(2*k+1))))
    return np.array([up*ylm(ell(k), (m2-1)//2, P), dn*ylm(ell(k), (m2+1)//2, P)])

def omega_cg(k, m2, P, swap=False):           # from Clebsch-Gordan coefficients
    l, h = ell(k), sp.Rational(1, 2)
    j, m, rows = abs(k) - h, m2*h, []
    for s in (h, -h):
        ml = m - s
        if abs(ml) > l:
            rows.append(np.zeros(P.shape[1], complex))
            continue
        cg = CG(h, s, l, ml, j, m) if swap else CG(l, ml, h, s, j, m)
        rows.append(float(cg.doit())*ylm(l, int(ml), P))
    return np.array(rows)

def deriv(F, i):
    d = np.zeros((3, 1)); d[i] = STEP
    return lambda P: (8*(F(P+d)-F(P-d)) - (F(P+2*d)-F(P-2*d)))/(12*STEP)
def sigma_p(F):
    return lambda P: -1j*hbar*sum(SIG[i] @ deriv(F, i)(P) for i in range(3))
def ang_mom(F, P):                            # L F / hbar
    g = [deriv(F, i)(P) for i in range(3)]
    return [-1j*(P[(i+1) % 3]*g[(i+2) % 3] - P[(i+2) % 3]*g[(i+1) % 3]) for i in range(3)]
def sigma_L(F, P):
    L = ang_mom(F, P)
    return sum(SIG[i] @ L[i] for i in range(3))
def sigma_r(F):
    return lambda P: sum(SIG[i] @ (F(P)*P[i]/rad(P)) for i in range(3))
def laplace(F, P): return sum(deriv(deriv(F, i), i)(P) for i in range(3))
def err(x): return float(np.abs(x).max())

rng = np.random.default_rng(1)
rr, ct, ph = a*rng.uniform(1, 2.5, 6), rng.uniform(-.8, .8, 6), rng.uniform(0, 6, 6)
P = cart(rr, ct, ph)
states = [(k, m2) for k in (-4, -3, -2, -1, 1, 2, 3, 4)
          for m2 in range(-2*abs(k)+1, 2*abs(k), 2)]

# spherical harmonics against mpmath
for l in range(5):
    for m in range(-l, l+1):
        ref = complex(mp.spherharm(l, m, math.acos(ct[0]), float(ph[0])))
        assert abs(ylm(l, m, P)[0] - ref) < 1e-12

# orthonormality on the sphere by exact product quadrature
xg, wg = np.polynomial.legendre.leggauss(10)
CT, PH = np.meshgrid(xg, 2*pi*np.arange(12)/12, indexing="ij")
S = cart(1.0, CT.ravel(), PH.ravel()); W = np.repeat(wg, 12)*2*pi/12
O = np.array([omega(k, m2, S) for k, m2 in states])
gram = np.einsum("asn,bsn,n->ab", O.conj(), O, W)
e_gram = err(gram - np.eye(len(states))); assert e_gram < 1e-12

# steps 2 and 4 on a generic spinor that is no eigenfunction
def G(P):
    x, y, z = P/a
    return np.array([(x+2j*y+.3)*np.exp(-(x*x+y*y+z*z)/4),
                     (z*z+1j*x*y)*np.exp(-((x-.4)**2+y*y+2*z*z)/3)])
d_r = sum(deriv(G, i)(P)*P[i]/rr for i in range(3))
split = sigma_r(lambda Q: -1j*hbar*d_r + 1j*hbar*sigma_L(G, P)/rr)(P)
e_split = err(sigma_p(G)(P) - split)*a/hbar
e_anti = err(sigma_L(sigma_r(G), P) + sigma_r(lambda Q: sigma_L(G, P))(P) + 2*sigma_r(G)(P))
assert e_split < TOL1 and e_anti < TOL1

# generic radial function with analytic derivatives
r = sp.symbols("r", positive=True); ks = sp.symbols("kappa")
ft = (1 + r)*sp.exp(-r**2/3)
f0, f1, f2 = (sp.lambdify(r, sp.diff(ft, r, n), "numpy") for n in range(3))
E = dict(cg=0, swap=0, sL=0, Jp=0, sr=0, A=0, B=0, lap=0)
x = rr/a
for k, m2 in states:
    Om = lambda Q: omega(k, m2, Q)
    psi = lambda Q: f0(rad(Q)/a)*omega(k, m2, Q)
    l, j, m = ell(k), abs(k) - .5, m2/2
    assert k*(k+1) == l*(l+1)
    L = ang_mom(Om, P)
    Jp = L[0] + 1j*L[1] + (SIG[0]+1j*SIG[1]) @ Om(P)/2
    nxt = omega(k, m2+2, P) if m < j else 0
    swapped = sigma_r(lambda Q: omega_cg(k, m2, Q, True))(P)
    radial = (f2(x) + 2*f1(x)/x - l*(l+1)*f0(x)/x**2)*Om(P)
    new = dict(cg=err(Om(P) - omega_cg(k, m2, P)),
               swap=err(swapped - omega_cg(-k, m2, P, True)),
               sL=err(sigma_L(Om, P) + (k+1)*Om(P)),
               Jp=err(Jp - math.sqrt((j-m)*(j+m+1))*nxt),
               sr=err(sigma_r(Om)(P) + omega(-k, m2, P)),
               A=err(sigma_p(psi)(P)*a/hbar - 1j*(f1(x)+(k+1)*f0(x)/x)*omega(-k, m2, P)),
               B=err(sigma_p(sigma_p(psi))(P)*(a/hbar)**2 + radial),
               lap=err(laplace(psi, P)*a*a - radial))
    E = {key: max(E[key], new[key]) for key in E}
    if m2 == 1:                               # value at the pole, step 5
        pole = omega(k, 1, np.array([[0.], [0.], [1.]]))[:, 0]
        assert err(pole - np.array([-np.sign(k)*math.sqrt(abs(k)/(4*pi)), 0])) < 1e-13
assert max(E["cg"], E["swap"], E["sr"]) < 1e-12
assert max(E["sL"], E["Jp"], E["A"]) < TOL1 and max(E["B"], E["lap"]) < TOL2

# step 7 and the zero mode, symbolically
F = sp.Function("f")(r); ls = sp.symbols("l", positive=True)
D = lambda g, k: sp.diff(g, r) + (1 + k)*g/r
assert sp.simplify(sp.expand(D(D(F, ks), -ks) - (F.diff(r, 2) + 2*F.diff(r)/r - ks*(ks+1)*F/r**2))) == 0
assert sp.simplify(D(r**ls, -ls-1)) == 0

print(f"states tested: {len(states)} (|kappa| <= 4, all m); step = {STEP/a:.0e} a")
print(f"max error orthonormality {e_gram:.1e}; split {e_split:.1e}; anticommutator {e_anti:.1e}")
print("max error " + ", ".join(f"{key} {v:.1e}" for key, v in E.items()))
print(f"hbar = {hbar:.9e} J s; m_e = {m_e:.9e} kg")
print(f"e = {e:.9e} C; eps0 = {epsilon_0:.9e} F/m; c = {c:.0f} m/s")
print(f"a = {a:.8e} m; alpha = {alpha:.8e}; hbar/(2 m c) = {hbar/(2*m_e*c):.6e} m")

# worked example: hydrogen 2p
N = 1/(math.sqrt(24)*a**2.5)
fx = r*sp.exp(-r/2)                           # f = N a fx(r/a)
h0, h1, h2 = (sp.lambdify(r, sp.diff(fx, r, n), "numpy") for n in range(3))
P0 = cart(a, np.array([0.5]), np.array([pi/6]))
En, V = -hbar**2/(8*m_e*a*a), -e**2/(4*pi*epsilon_0*a)
fa = N*a*h0(1.)
target = -2*m_e*(En - V)*fa/hbar**2
lap_rad = N/a*(h2(1.) + 2*h1(1.) - 2*h0(1.))
assert abs(lap_rad/target - 1) < 1e-12
cs = lambda v: ", ".join(f"{z.real:+.5e}{z.imag:+.5e}i" for z in v[:, 0])
print("point: r = a, theta = 60 deg, phi = 30 deg, m = 1/2")
print(f"N = {N:.6e} m^-5/2; exp(-1/2) = {math.exp(-.5):.6f}")
print(f"f = {fa:.6e} m^-3/2; f' = {N*h1(1.):.6e} m^-5/2; f'' = {N/a*h2(1.):.6e} m^-7/2")
print(f"2f'/r = {2*N/a*h1(1.):.6e}; -2f/r^2 = {-2*fa/a**2:.6e} m^-7/2")
print(f"radial Laplacian = {lap_rad:.6e} m^-7/2 = {lap_rad*a*a/fa:.4f} f/a^2")
print(f"E = {En:.6e} J = {En/e:.5f} eV; V(a) = {V:.6e} J = {V/e:.5f} eV")
print(f"-2m(E-V)f/hbar^2 = {target:.6e} m^-7/2")
xl, wl = np.polynomial.laguerre.laggauss(12)
p2_exact = hbar**2/(4*a*a)
for k in (1, -2):
    ux = sp.simplify(D(fx, k))
    u, du = sp.lambdify(r, ux, "numpy"), sp.lambdify(r, sp.diff(ux, r), "numpy")
    psi = lambda Q: N*a*h0(rad(Q)/a)*omega(k, 1, Q)
    fd, formula = sigma_p(psi)(P0), 1j*hbar*N*u(1.)*omega(-k, 1, P0)
    assert err(fd - formula) < TOL1*hbar*N
    second = N/a*(du(1.) + (1-k)*u(1.))
    assert abs(second/target - 1) < 1e-12
    assert err(sigma_p(sigma_p(psi))(P0) + hbar**2*target*omega(k, 1, P0)) < TOL2*hbar**2*N/a
    p2_rad = hbar**2*N*N*a**3*quad(lambda t: (u(t)*t)**2, 0, 80, epsabs=1e-12)[0]
    p2_3d = sum(w*math.exp(t)*t*t*a**3*((np.abs(sigma_p(psi)(t*a*S))**2).sum(0) @ W)
                for t, w in zip(xl, wl))
    assert abs(p2_rad/p2_exact - 1) < 1e-9 and abs(p2_3d/p2_rad - 1) < 1e-7
    weight = p2_rad/(2*m_e*c)**2
    assert abs(weight/(alpha**2/16) - 1) < 1e-9
    print(f"--- kappa = {k}, l = {ell(k)}, l(-kappa) = {ell(-k)}, kappa(kappa+1) = {k*(k+1)}")
    print(f"Omega(kappa)  = {cs(omega(k, 1, P0))}")
    print(f"Omega(-kappa) = {cs(omega(-k, 1, P0))}")
    print(f"(kappa+1)f/r = {(k+1)*fa/a:.6e} m^-5/2")
    print(f"u = D f = {N*u(1.):.6e} m^-5/2 = {N*u(1.)*a/fa:.4f} f/a; hbar u = {hbar*N*u(1.):.6e} kg m^-1/2 s^-1")
    print(f"sigma.p psi formula = {cs(formula)} kg m^-1/2 s^-1")
    print(f"sigma.p psi fin.dif = {cs(fd)} kg m^-1/2 s^-1")
    print(f"u' = {N/a*du(1.):.6e}; (1-kappa)u/r = {(1-k)*N/a*u(1.):.6e}; sum = {second:.6e} m^-7/2")
    print(f"g(a) = {hbar*N*u(1.)/(2*m_e*c):.6e} m^-3/2; g/f = {hbar*N*u(1.)/(2*m_e*c*fa):.6e}")
    print(f"<p^2> radial = {p2_rad:.7e}; 3D quadrature = {p2_3d:.7e} kg^2 m^2 s^-2")
    print(f"<T> = {p2_rad/(2*m_e):.6e} J = {p2_rad/(2*m_e*e):.5f} eV; int g^2 r^2 dr = {weight:.6e}")
    if k == 1:
        node = brentq(u, 1, 10, xtol=1e-13)
        assert abs(node - 6) < 1e-9
        print(f"node of u: r = {node:.6f} a = {node*a:.6e} m")
print(f"hbar^2/(4a^2) = {p2_exact:.7e} kg^2 m^2 s^-2; alpha^2/16 = {alpha**2/16:.6e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
states tested: 40 (|kappa| <= 4, all m); step = 1e-03 a
max error orthonormality 2.9e-15; split 2.8e-16; anticommutator 3.4e-12
max error cg 5.7e-17, swap 1.8e-16, sL 1.5e-11, Jp 9.1e-12, sr 1.8e-16, A 2.0e-11, B 6.5e-10, lap 6.5e-10
hbar = 1.054571818e-34 J s; m_e = 9.109383714e-31 kg
e = 1.602176634e-19 C; eps0 = 8.854187819e-12 F/m; c = 299792458 m/s
a = 5.29177211e-11 m; alpha = 7.29735256e-03; hbar/(2 m c) = 1.930796e-13 m
point: r = a, theta = 60 deg, phi = 30 deg, m = 1/2
N = 1.002055e+25 m^-5/2; exp(-1/2) = 0.606531
f = 3.216218e+14 m^-3/2; f' = 3.038885e+24 m^-5/2; f'' = -8.613991e+34 m^-7/2
2f'/r = 1.148532e+35; -2f/r^2 = -2.297064e+35 m^-7/2
radial Laplacian = -2.009931e+35 m^-7/2 = -1.7500 f/a^2
E = -5.449681e-19 J = -3.40142 eV; V(a) = -4.359745e-18 J = -27.21139 eV
-2m(E-V)f/hbar^2 = -2.009931e+35 m^-7/2
--- kappa = 1, l = 1, l(-kappa) = 0, kappa(kappa+1) = 2
Omega(kappa)  = -1.41047e-01+0.00000e+00i, -2.11571e-01-1.22151e-01i
Omega(-kappa) = +2.82095e-01+0.00000e+00i, +0.00000e+00+0.00000e+00i
(kappa+1)f/r = 1.215554e+25 m^-5/2
u = D f = 1.519443e+25 m^-5/2 = 2.5000 f/a; hbar u = 1.602361e-09 kg m^-1/2 s^-1
sigma.p psi formula = +0.00000e+00+4.52018e-10i, +0.00000e+00+0.00000e+00i kg m^-1/2 s^-1
sigma.p psi fin.dif = +6.74661e-23+4.52018e-10i, -2.46496e-23-2.72469e-23i kg m^-1/2 s^-1
u' = -2.009931e+35; (1-kappa)u/r = 0.000000e+00; sum = -2.009931e+35 m^-7/2
g(a) = 2.933734e+12 m^-3/2; g/f = 9.121691e-03
<p^2> radial = 9.9286469e-49; 3D quadrature = 9.9286469e-49 kg^2 m^2 s^-2
<T> = 5.449681e-19 J = 3.40142 eV; int g^2 r^2 dr = 3.328210e-06
node of u: r = 6.000000 a = 3.175063e-10 m
--- kappa = -2, l = 1, l(-kappa) = 2, kappa(kappa+1) = 2
Omega(kappa)  = +1.99471e-01+0.00000e+00i, -1.49603e-01-8.63735e-02i
Omega(-kappa) = +4.98678e-02-0.00000e+00i, -2.24405e-01-1.29560e-01i
(kappa+1)f/r = -6.077771e+24 m^-5/2
u = D f = -3.038885e+24 m^-5/2 = -0.5000 f/a; hbar u = -3.204723e-10 kg m^-1/2 s^-1
sigma.p psi formula = -0.00000e+00-1.59812e-11i, -4.15205e-11+7.19156e-11i kg m^-1/2 s^-1
sigma.p psi fin.dif = +5.51413e-23-1.59812e-11i, -4.15205e-11+7.19156e-11i kg m^-1/2 s^-1
u' = -2.871330e+34; (1-kappa)u/r = -1.722798e+35; sum = -2.009931e+35 m^-7/2
g(a) = -5.867469e+11 m^-3/2; g/f = -1.824338e-03
<p^2> radial = 9.9286469e-49; 3D quadrature = 9.9286469e-49 kg^2 m^2 s^-2
<T> = 5.449681e-19 J = 3.40142 eV; int g^2 r^2 dr = 3.328210e-06
hbar^2/(4a^2) = 9.9286469e-49 kg^2 m^2 s^-2; alpha^2/16 = 3.328210e-06
ALL CHECKS PASSED
```
